# Why confinement erodes the hole-mobility gain of tensile (001) silicon

**Question.** Biaxial tension in the plane of a (001) silicon p-channel raises the hole mobility at low vertical field, but much less at high field. Tension splits the light-hole and heavy-hole levels, and the splitting suppresses scattering. Why does a stronger vertical field undo this, and by how much?

**Answer.** Strain and confinement both act on the difference between the $Z$ orbital and the $X,Y$ orbitals of the valence band, with opposite signs. To see this, both must be written in the same basis.

### Strain without confinement

Let $z$ be the surface normal and count hole energies as positive, so that holes occupy the lowest levels first. "Heavy" (HH) and "light" (LH) denote the states with $m_J=\pm3/2$ and $\pm1/2$ along $z$. The names describe motion along $z$, not in the plane.

Let the in-plane strain be $e>0$. The surface is free of normal stress, so $C_{11}\varepsilon_{zz}+2C_{12}e=0$ and $\varepsilon_{zz}=-2(C_{12}/C_{11})e$. Apart from a common shift, the electron energy of orbital $i$ changes by $3b(\varepsilon_{ii}-\tfrac13\mathrm{tr}\,\varepsilon)$, with $b<0$. For $Z$ this is $2b(\varepsilon_{zz}-e)=2|b|(e-\varepsilon_{zz})$. For $X$ and $Y$ it is half as large and of opposite sign. Reversing signs for holes,

$$X,Y:\ +Q,\qquad Z:\ -2Q,\qquad Q=|b|\,e\left(1+\frac{2C_{12}}{C_{11}}\right).$$

Spin-orbit coupling adds $\tfrac{\Delta}{3}(1-\mathbf L\cdot\boldsymbol\sigma)$. Since $\mathbf L\cdot\boldsymbol\sigma$ is $1$ for $J=3/2$ and $-2$ for $J=1/2$, this gives $0$ and $\Delta$. The HH state $(X+iY)\!\uparrow/\sqrt2$ has energy $Q$. The two states with $m_J=1/2$ are

$$|L\rangle=\sqrt{\tfrac23}\,Z\!\uparrow-\tfrac1{\sqrt6}(X+iY)\!\downarrow,\qquad |S\rangle=\tfrac1{\sqrt3}Z\!\uparrow+\tfrac1{\sqrt3}(X+iY)\!\downarrow .$$

The strain energy of $|L\rangle$ is $\tfrac23(-2Q)+\tfrac13Q=-Q$, and that of $|S\rangle$ is $\tfrac13(-2Q)+\tfrac23Q=0$. Because $X+iY$ has squared norm 2, the coupling is $\tfrac{\sqrt2}{3}(-2Q)-\tfrac{\sqrt2}{3}Q=-\sqrt2\,Q$. Hence

$$\begin{pmatrix}-Q&-\sqrt2Q\\-\sqrt2Q&\Delta\end{pmatrix},\qquad E_L=\tfrac12(\Delta-Q-R),$$

$$R=\sqrt{(\Delta+Q)^2+8Q^2}=\sqrt{\Delta^2+2\Delta Q+9Q^2}.$$

The zero-field splitting is therefore

$$S_0(Q)=E_H-E_L=\tfrac12(3Q-\Delta+R).\tag{1}$$

For small $Q$ it is $2Q$. For $Q\gg\Delta$ it approaches $3Q-\Delta/3$, because the LH state becomes a pure $Z$ orbital. Its $Z$ weight $w$ follows from $dE_L/dQ=-2w+(1-w)=1-3w$. Differentiating $E_L$ gives $-\tfrac12-(\Delta+9Q)/(2R)$, so

$$w=\frac12+\frac{\Delta+9Q}{6R}.$$

### Confinement has the form of a negative strain

With $T_0=\hbar^2/2m_0$ and zero in-plane wave vector, the kinetic energy is $T_0k_z^2(\gamma_1-2\gamma_2)$ for $X,Y$ and $T_0k_z^2(\gamma_1+4\gamma_2)$ for $Z$. Subtracting the common part $\gamma_1T_0k_z^2$ leaves

$$X,Y:\ -2\gamma_2T_0k_z^2,\qquad Z:\ +4\gamma_2T_0k_z^2 .$$

This is the strain pattern $(Q,Q,-2Q)$ with $Q$ replaced by $-2\gamma_2T_0k_z^2$. Squeezing the holes against the surface acts like biaxial compression.

Its size follows from a hard wall at $z=0$ and a uniform field $F$, expressed as potential energy per length. For inverse mass $g$ (in units of $1/m_0$),

$$-T_0g\,\psi''+Fz\,\psi=E\psi .$$

Setting $z=\ell u$ with $\ell=(T_0g/F)^{1/3}$ makes both coefficients equal to $F\ell$. The solution is $\mathrm{Ai}(u-E/F\ell)$, and the wall requires $E/F\ell=a_1=2.338$, where $-a_1$ is the first Airy zero:

$$E_1=a_1(T_0gF^2)^{1/3}.\tag{2}$$

The lighter mass lies higher. An LH state of $Z$ weight $w$ has $g_L=w(\gamma_1+4\gamma_2)+(1-w)(\gamma_1-2\gamma_2)$, and HH has $g_H=\gamma_1-2\gamma_2$. Neglecting confinement-induced mixing of the strained LH state with the split-off state,

$$S(F)\approx S_0-a_1(T_0F^2)^{1/3}\left(g_L^{1/3}-g_H^{1/3}\right).\tag{3}$$

The reduction grows as $F^{2/3}$. At a given field the splitting vanishes at a crossing strain $e_c$. There strain and mean confinement cancel, also in the coupling to the split-off state, so the LH state has its unmixed weight $w=2/3$ and inverse mass $\gamma_1+2\gamma_2$. Equating $-Q_c+E_1^L=Q_c+E_1^H$ gives

$$2Q_c\approx a_1(T_0F^2)^{1/3}\left[(\gamma_1+2\gamma_2)^{1/3}-(\gamma_1-2\gamma_2)^{1/3}\right].\tag{4}$$

### From splitting to mobility

Away from zero in-plane wave vector the six-band Hamiltonian is needed. Its orbital part has diagonal terms $T_0[(\gamma_1+4\gamma_2)k_i^2+(\gamma_1-2\gamma_2)(k^2-k_i^2)]$ and off-diagonal terms $6\gamma_3T_0k_ik_j$, with $k_z=-i\,d/dz$.

Scattering is by phonons, which are assumed to randomise both direction and orbital. A hole with density $\rho(z)$ then scatters in proportion to

$$I(E)=\tfrac12\int\rho(z)\,D(z,E)\,dz,$$

where $D$ is the local density of states and the factor ½ keeps one spin. For acoustic phonons, equipartition gives each strain mode in volume $V$ the mean square $k_BT/(c_lV)$, with $c_l$ the density times the squared sound speed. For optical phonons the mean-square displacement is $\hbar/(2\rho_m\omega V)$ times $N$ (absorption) or $N+1$ (emission), with $\rho_m$ the mass density and $N$ the phonon occupation. The golden rule gives, for dilute holes,

$$\frac1\tau=\frac{2\pi\Xi^2k_BT}{\hbar c_l}I(E)+\frac{\pi K^2}{\rho_m\omega}\left[N\,I(E+\hbar\omega)+(N+1)\,I(E-\hbar\omega)\right].$$

In the linearised Boltzmann equation, scattering back into a state sums $v_x\tau$ over all other states. Time reversal pairs each state with one at opposite wave vector that has the same energy, density and $\tau$ but opposite velocity, so this sum is zero. The relaxation-time solution thus solves the equation for this scattering model:

$$\mu=\frac ep\sum v_x^2\,\tau\left(-\frac{\partial f}{\partial E}\right),\qquad \frac1{m_c}=\frac1p\sum v_x^2\left(-\frac{\partial f}{\partial E}\right),\qquad \bar\tau=\frac{\mu m_c}{e}.$$

In these formulas, and in the field formula of the last section, $e$ is the elementary charge, not the strain. Here $p$ is the hole density and the sums run over states per area. The last two definitions separate the effect of inertia from that of scattering.

A splitting well above $k_BT$ makes the second ladder harder to reach. Holes near the bottom of the first ladder then have fewer final states, which tends to lengthen $\tau$. When the splitting shrinks, the second ladder takes a larger part again.

### The splitting in numbers

Take $e=0.8\,\%$, roughly silicon grown on relaxed silicon-germanium with one fifth germanium. The material constants below are typical model inputs; their later digits are kept only so that the arithmetic can be followed. With $|b|=2.1$ eV and $C_{12}/C_{11}=0.386$, $Q=2.1\times0.008\times1.771$ eV $=29.75$ meV. With $\Delta=44$ meV, $R=111.9$ meV and

$$S_0=\tfrac12(89.3-44+111.9)=78.6\ \text{meV},\qquad w=0.964 .$$

At 1.0 MV/cm, $F=0.1$ eV/nm. With $T_0=0.0381$ eV nm², the prefactor is $a_1(T_0F^2)^{1/3}=2.338\times0.0725=0.1695$ eV. The parameters $\gamma_1=4.285$ and $\gamma_2=0.339$ give $g_H=3.607$ and $g_L=5.57$, so Eq. (3) yields

$$S\approx78.6-169.5\,(1.772-1.534)\approx38\ \text{meV}.$$

Six-band diagonalisation gives 39.0 meV. At 0.2 MV/cm it gives 64.8 meV, against 64.7 meV from Eq. (3).

The unstrained layer behaves differently: its splitting is $-8.6$ meV at 0.2 MV/cm and only $-18.3$ meV at 1.0 MV/cm. The negative-strain picture explains why. In a linear potential $E_1\propto g^{1/3}$, so the mean kinetic energy is $g\,dE_1/dg=E_1/3$. Using the common inverse mass $\gamma_1$ at the higher field, $E_1=275$ meV, and the mean confinement strain energy is

$$q_c=2\gamma_2\,\frac{E_1}{3\gamma_1}=0.678\times\frac{275}{12.86}=14.5\ \text{meV}.$$

Equation (1) then gives $S_0(-14.5)=-18.5$ meV without strain and $S_0(29.75-14.5)=37.5$ meV with it, both close to the diagonalised values. The same $q_c$ costs the strained layer about 40 meV and the unstrained one about 18 meV, because $S_0(Q)$ is steeper at positive $Q$, through the split-off coupling.

Equation (4) gives a crossing strain of 0.392 % at 1.0 MV/cm; diagonalisation gives 0.378 %. The difference comes from the spread of $k_z^2$ about its mean, which still couples LH to split-off levels. When $\Delta$ is raised to 5 eV, which suppresses this coupling, formula and diagonalisation agree within 1 %. Since $e_c\propto F^{2/3}$, a strain of 0.8 % would be fully cancelled only near $1.0\times(0.8/0.392)^{3/2}\approx3$ MV/cm. At 1 MV/cm the cancellation is partial.

### The mobility in numbers

The phonon parameters are $\Xi=10$ eV, $K=1.3\times10^9$ eV/cm and $\hbar\omega=63$ meV. At 300 K, for dilute holes:

| Field (MV/cm) | Strain (%) | $\mu$ (cm²/Vs) | $m_c/m_0$ | $\bar\tau$ (fs) |
|---|---|---|---|---|
| 0.2 | 0 | 62 | 0.68 | 24 |
| 0.2 | 0.8 | 129 | 0.68 | 50 |
| 1.0 | 0 | 44 | 0.68 | 17 |
| 1.0 | 0.8 | 49 | 0.88 | 25 |

A finer mesh and a larger basis lower the first mobility in the table by 1.6 %; a still finer mesh that reaches larger in-plane wave vectors lowers all four mobilities by 2 to 3 %, raises the masses by 0.01 to 0.02 $m_0$, and gives gains of 2.13 and 1.13. With finite differences across the layer and a different in-plane mesh, the four mobilities change by less than 3 %. Too coarse a setting does matter: a calculation with 16 basis functions and smoothed energies, gives mobilities about a tenth higher at high field and a quarter higher at low field. The gains quoted below then change by no more than 0.03.

The gain, taken against an unstrained layer at the same field, falls from 2.10 to 1.13. At low field it comes almost entirely from the scattering time, since the conductivity mass hardly changes. At high field the time still improves by a factor of about 1.5, but the mass is larger by a factor of 1.28 and takes back much of that. The smaller splitting is not the main cause of the heavier mass: at 1.0 MV/cm and 1.178 % strain, where the splitting is 79 meV, the mass is still 0.81. The field acts mainly through the coupling of subbands by the terms in $k_xk_z$ and $k_yk_z$, which grows as confinement raises $k_z$. Without these terms the mass of the strained layer is about 0.30 $m_0$ at both fields. They also raise the mass of the unstrained layer, from about 0.27 to 0.68 $m_0$, but by nearly the same amount at both fields; at these two fields the growth of the mass with field appears only in the strained layer.

The loss of scattering benefit fits the level spacing. With $k_BT=25.9$ meV, the Boltzmann factor for the upper ladder is $e^{-64.8/25.9}=0.08$ at low field and $e^{-39.0/25.9}=0.22$ at high field. These factors use the spacing at zero in-plane wave vector and are only a guide. At low field the second ladder has its minimum away from that point, roughly 10 meV lower, so a hole at the bottom of LH1 that absorbs a 63 meV phonon can reach it at both fields.

Is the lost splitting really the cause? Keep the field at 1.0 MV/cm and add the crossing strain to both layers, which cancels the confinement shift. The reference, at 0.378 %, now has zero splitting. The strained layer, at 1.178 %, has $Q=43.8$ meV and by the estimate above $S_0(43.8-14.5)\approx77$ meV; diagonalisation gives 79 meV. The mobilities are 32 and 76 cm²/Vs, and the gain returns to 2.39.

Both layers contribute to this recovery. The strained mobility rises from 49 to 76 cm²/Vs, and the reference drops from 44 to 32 cm²/Vs. Confinement therefore erodes the gain twice: it narrows the splitting of the strained layer, and it gives the unstrained layer a splitting of its own, with HH lowest.

Small tension shows the second effect most clearly. At 0.378 % the gain is 1.01 at low field and 0.72 at high field. At the high field this strain merely removes the splitting that confinement had provided, and tension lowers the mobility. Most of that drop comes from the conductivity mass, which rises from 0.68 to 0.86 $m_0$; the scattering time falls only from 17 to 15 fs.

### Beside a real transistor

Fading of the hole gain at high vertical field is familiar in tensile silicon p-channels. The strain and fields here are typical, but the absolute mobilities are not: they lie below those of ordinary silicon p-channels, roughly by a factor of two, although interface roughness is left out. The effective phonon couplings may be too strong, but the band parameters matter as well. The flat band along [110] is set by the small difference $\gamma_1+\gamma_2-3\gamma_3$, here 0.29. With $\gamma_1=4.27$, $\gamma_2=0.315$, $\gamma_3=1.387$ it is 0.42; the mobilities then rise by about 40 to 45 %, while the gains change only to about 2.2 and 1.14. A common factor in the phonon rates cancels in the gain for dilute holes, but the balance between acoustic and optical scattering does not. Acoustic phonons alone give gains of about 2.4 at low and 1.2 at high field; optical phonons alone give about 1.4 and 0.8. The assumption that phonons randomise the orbital matters as much. If they conserve orbital and spin instead, the relaxation-time formula, which is then only approximate, gives about 1.4 and 0.9. The fading appears in every case, but its size, and whether tension still helps at high field, depend on the scattering model.

The field used here is the average over the hole charge, $e(N_\mathrm{dep}+p/2)/\epsilon$. With $N_\mathrm{dep}=1.0\times10^{12}$ cm⁻², the upper field needs $p=10.9\times10^{12}$ cm⁻². The convention that weights $p$ by one third would call this point 0.72 MV/cm. The oxide field there is 5.5 MV/cm, below the roughly 10 MV/cm at which good silicon dioxide breaks down, but high for lasting operation.

Single additions to the model change the gains as follows:

| Added effect | 0.2 MV/cm | 1.0 MV/cm |
|---|---|---|
| none | 2.10 | 1.13 |
| 375 K | 1.75 | 1.08 |
| degenerate holes | 2.07 | 1.10 |
| rough interface | 2.17 | 1.18 |

The roughness is short-ranged and unscreened, with 0.3 nm height and 1 nm correlation length. If the phonon couplings are too strong, its share of the scattering is understated. None of these effects removes the fading.

The larger correction concerns the wall. Real holes enter the oxide with decay constant $\kappa=\sqrt{m_\mathrm{ox}V_b/T_0}$, where $m_\mathrm{ox}$ is in units of $m_0$. Continuity of $\psi'/m$ makes $\psi/\psi'=m_\mathrm{ox}g/\kappa$ at the interface, as if the wall had moved outward by that length, and the level drops by $F$ times it. LH, with the larger $g$, drops further. For a barrier $V_b=4.5$ eV and $m_\mathrm{ox}=0.4$, $\kappa=6.9$ nm⁻¹, and the strained splitting grows by

$$\frac{F\,m_\mathrm{ox}(g_L-g_H)}{\kappa}=\frac{100\times0.4\times1.96}{6.9}\approx11\ \text{meV}.$$

That returns more than a quarter of the 40 meV taken by confinement. With such an oxide included in the subband calculation, the high-field gain rises from 1.13 to about 1.4 and the low-field gain from 2.10 to about 2.3, so the fading remains. Most of the high-field rise comes from the unstrained reference, whose mobility falls by about 15 %; the strained mobility rises by only about 8 %. The non-uniform field of the hole charge raises the splitting too, from 39.0 to 42.1 meV, yet with it alone the gain falls slightly, to about 1.07. The splitting at zero in-plane wave vector is therefore a guide to the gain, not a measure of it. The numerical output below lists further values for the hard-wall model.

## Computed results

```
Luttinger parameters: (4.285, 0.339, 1.446); spin-orbit 44 meV
|b| = 2.1 eV; C12/C11 = 0.386; T0 = 0.03810 eV nm2
Phonons: 10.0 eV, 1.3e9 eV/cm, 63 meV
Density 2329 kg/m3; sound speed 9000 m/s
Strain 0.80 %; Q = 29.75 meV
Zero-field splitting S0 = 78.6 meV
Z weight of strained LH = 0.964; a1 = 2.3381
z masses (m0): HH 0.277, LH unstrained 0.201, LH strained 0.180
F=0.2 MV/cm: S strained 64.8 (formula 64.7), unstrained -8.6 meV
F=0.5 MV/cm: S strained 53.4 (formula 53.1), unstrained -13.8 meV
F=1.0 MV/cm: S strained 39.0 (formula 38.1), unstrained -18.3 meV
Crossing strain at 0.2 MV/cm: 0.130 % (formula 0.134 %)
Crossing strain at 1.0 MV/cm: 0.378 % (formula 0.392 %)
Parabolic test mobility: code 693.6, closed form 693.7 cm2/Vs
Base case, 300 K, phonons only, non-degenerate:
F=0.2 MV/cm, strain 0.000 %: mu 62 cm2/Vs, mass 0.684 m0, time 24 fs, Z 0.31
F=0.2 MV/cm, strain 0.378 %: mu 63 cm2/Vs, mass 0.775 m0, time 28 fs, Z 0.51
F=0.2 MV/cm, strain 0.800 %: mu 129 cm2/Vs, mass 0.677 m0, time 50 fs, Z 0.71
F=1.0 MV/cm, strain 0.000 %: mu 44 cm2/Vs, mass 0.684 m0, time 17 fs, Z 0.24
F=1.0 MV/cm, strain 0.378 %: mu 32 cm2/Vs, mass 0.858 m0, time 15 fs, Z 0.45
F=1.0 MV/cm, strain 0.800 %: mu 49 cm2/Vs, mass 0.878 m0, time 25 fs, Z 0.67
F=1.0 MV/cm, strain 1.178 %: mu 76 cm2/Vs, mass 0.806 m0, time 35 fs, Z 0.79
Gain at 0.8 %: low field 2.10, high field 1.13
High-field gain with confinement shift cancelled: 2.39
Gain at strain 0.378 %: low field 1.01, high field 0.72
Mobility change on finer mesh and basis: -1.6 %
Depletion charge 1.0e12 /cm2; holes: low 0.59e12, high 10.93e12 /cm2
Roughness: height 0.3 nm, correlation length 1.0 nm
Gain with one neglected effect added (low field, high field):
  375 K: 1.75, 1.08
  degenerate holes: 2.07, 1.10
  rough interface: 2.17, 1.18
  degenerate and rough: 2.13, 1.18
High-field S with self-consistent field: 42.1 meV
Oxide barrier 4.5 eV, oxide mass 0.4 m0
Oxide penetration raises high-field S by about 11.4 meV
Oxide field at the high-field point: 5.5 MV/cm
```
